# The Finnis–Sinclair square root from the second moment of the band

In a nine-layer slab of a model body-centred cubic metal, an atom in the (001) surface has neighbours whose summed squared hopping is 55% of the bulk value. Its bond energy is nevertheless 68% of the bulk value: $-4.42$ eV against $-6.52$ eV. An energy proportional to the sum over neighbours would have fallen to 55%. The square root of 0.55 is 0.74, which is closer, though not equal, to what the band calculation gives. The square root follows from two assumptions about the electrons, local neutrality and a fixed band shape. The slab calculation imposes the first exactly, so the remaining discrepancy tests the second.

The electrons are described by an orthogonal tight-binding model. Atom $i$ carries $g$ orbitals $|i\alpha\rangle$, with $g=5$ for a d band, and each orbital holds two electrons of opposite spin. All orbitals on atom $i$ have the same level $\varepsilon_i$, and there are no other matrix elements within an atom. Different atoms are coupled by hopping elements $H_{i\alpha,j\beta}$ that depend only on the vector between them. The eigenstates $|n\rangle$ of $H$ have energies $E_n$, and the local density of states, counting both spins, is

$$
D_i(E)=2\sum_{\alpha}\sum_n|\langle i\alpha|n\rangle|^2\,\delta(E-E_n),\qquad \int D_i\,dE=2g .
$$

The integral follows from completeness of the eigenstates. States are filled up to a common Fermi level $E_F$, so the atom holds $N_i=\int^{E_F}D_i\,dE$ electrons.

In a metal, a charge on one atom costs a large electrostatic energy. Local charge neutrality idealises this: every atom is required to hold the same number $N$ of band electrons, with $0<N<2g$. This constraint decides which energy has to be counted. Let $H_0$ be the Hamiltonian with the same free-atom level $\varepsilon_0$ on all atoms, and let $P$ be the one-electron density matrix, with spin included, so that its eigenvalues lie between 0 and 2. We want the minimum of $\mathrm{Tr}\,PH_0$ subject to $N_i=N$ on each atom. Introduce level shifts $v_i$ as Lagrange multipliers, so that $H$ is $H_0$ with levels $\varepsilon_i=\varepsilon_0+v_i$. For any $P$ that satisfies the constraints,

$$
\mathrm{Tr}\,PH_0=\mathrm{Tr}\,PH-N\sum_i v_i .
$$

The last term does not depend on $P$. If the $v_i$ are such that filling the lowest states of $H$ makes every atom neutral, that filling minimises $\mathrm{Tr}\,PH$ at the given total number of electrons. It therefore also minimises $\mathrm{Tr}\,PH_0$ among neutral states.

The band energy $\mathrm{Tr}\,PH$ can be divided among the atoms:

$$
\mathrm{Tr}\,PH=\sum_i\int^{E_F}E\,D_i\,dE=\sum_i\left(N\varepsilon_i+E_i\right),
$$

$$
E_i=\int^{E_F}(E-\varepsilon_i)D_i(E)\,dE .
$$

Subtracting $N\sum_iv_i$ leaves

$$
\mathrm{Tr}\,PH_0=\sum_i\left(N\varepsilon_0+E_i\right).
$$

The first term is the energy of the same electrons on free atoms and is constant. The part that depends on structure is the sum of the bond energies $E_i$, each measured from the atom's own shifted level.

The shifts change when the atoms move, but they do no work. Vary a parameter $\lambda$ of the hopping. The change of $\mathrm{Tr}\,PH-N\sum_iv_i$ contains $\mathrm{Tr}\,P\,dH_0$, a term $\sum_iN_i\,dv_i$ from the levels in $H$, the term $-N\sum_i dv_i$, and $\mathrm{Tr}\,(dP)H$. The second and third cancel because $N_i=N$. The fourth vanishes to first order because $P$ minimises $\mathrm{Tr}\,PH$ at fixed electron number. What remains is the derivative at fixed density matrix, $\mathrm{Tr}\,P\,dH_0/d\lambda$. At finite electronic temperature the same argument holds for the free energy, since $P$ then minimises that. In a four-site model with one orbital per site, the derivative with respect to one hopping element was computed both with neutrality solved afresh and with the density matrix fixed. Both routes give 1.276161.

The next quantity needed is the width of the local band. Its centre is known: the mean energy of $D_i$ is the average of $\langle i\alpha|H|i\alpha\rangle$ over the orbitals, which is $\varepsilon_i$. The mean squared deviation from this centre is the second moment

$$
w_i^2=\frac{1}{2g}\int(E-\varepsilon_i)^2D_i(E)\,dE
=\frac1g\sum_\alpha\langle i\alpha|(H-\varepsilon_i)^2|i\alpha\rangle .
$$

The factor 2 for spin has cancelled. Insert a complete set of orbitals between the two factors of $H-\varepsilon_i$:

$$
w_i^2=\frac1g\sum_\alpha\sum_{j\beta}
\left|\langle i\alpha|(H-\varepsilon_i)|j\beta\rangle\right|^2 .
$$

The terms with $j=i$ vanish, because within atom $i$ the matrix $H$ is $\varepsilon_i$ times the unit matrix. For $j\ne i$ the constant $\varepsilon_i$ drops out, because different orbitals are orthogonal. Hence

$$
w_i^2=\rho_i\equiv\sum_{j\ne i}\phi(r_{ij}),\qquad
\phi(r_{ij})=\frac1g\sum_{\alpha\beta}|H_{i\alpha,j\beta}|^2 .
$$

This is an identity of the tight-binding model. The second moment counts paths of two hops, out to a neighbour and back, and such a path never samples the neighbour's level. The levels of the other atoms therefore do not appear, even when they differ. The symbol $\rho_i$ follows the custom of embedded-atom models, but here it is a sum of squared hoppings, in eV², and not an electron density.

It remains to show that $\phi$ depends on distance alone. With the orbital axis along the bond, the d hopping matrix is diagonal, with elements $dd\sigma$, $dd\pi$ twice and $dd\delta$ twice. Turning to fixed crystal axes multiplies this matrix by an orthogonal matrix on one side and by its transpose on the other, which leaves the sum of squared elements unchanged. Therefore

$$
\phi(r)=\tfrac15\left(dd\sigma^2+2\,dd\pi^2+2\,dd\delta^2\right).
$$

The average over orbitals is needed here. In an irregular cluster of eight atoms with unequal levels, the second moments of the single orbitals on one atom range from 1.39 to 2.51 eV². Their average, computed from the eigenstates, is 1.902833 eV², and the sum of $\phi$ over the neighbours gives the same number.

The second moment fixes the width of the band but not its energy, which also depends on how the states are distributed within that width. The fixed-shape assumption supplies the missing information: all atoms have the same distribution once energy is measured from the local centre in units of the local width,

$$
D_i(E)=\frac{2g}{w_i}\,f\!\left(\frac{E-\varepsilon_i}{w_i}\right),
$$

$$
\int f\,dx=1,\qquad \int xf\,dx=0,\qquad \int x^2f\,dx=1 .
$$

The prefactor gives $D_i$ its correct total weight $2g$. The other two conditions make its mean $\varepsilon_i$ and its variance $w_i^2$.

Now impose neutrality. With $x=(E-\varepsilon_i)/w_i$ and $dE=w_i\,dx$,

$$
N=2g\int_{-\infty}^{x_F}f(x)\,dx,\qquad x_F=\frac{E_F-\varepsilon_i}{w_i}.
$$

Since $N$ and $f$ are the same for every atom, so is $x_F$. The Fermi level is common to the whole solid, so the local level must follow the width:

$$
\varepsilon_i=E_F-x_Fw_i .
$$

For a band filled to below its centre, $x_F<0$ and the level lies above $E_F$ by $|x_F|w_i$. An atom with a narrower band then needs a lower level to keep its electrons.

The same substitution in the bond energy produces one factor $w_i$ from $E-\varepsilon_i=w_ix$. The factor $w_i$ from $dE$ cancels the $1/w_i$ in $D_i$. Thus

$$
E_i=2g\,w_i\int_{-\infty}^{x_F}x f(x)\,dx=-A\sqrt{\rho_i},
$$

$$
A=-2g\int_{-\infty}^{x_F}x f(x)\,dx .
$$

The constant $A$ is dimensionless and depends on $g$, on the band shape and, through $x_F$, on $N$. It is positive for a partly filled band. If $x_F\le0$, the integrand is negative throughout the occupied range. If $x_F>0$, the zero mean of $f$ allows the integral to be written as $-\int_{x_F}^{\infty}xf\,dx$, which is negative too. For an empty or a full band $A$ vanishes, because bonding and antibonding states are then equally occupied.

The two assumptions do separate work. The fixed shape makes the energy proportional to the width at a given $x_F$, and neutrality makes $x_F$ the same on every atom. The square root itself comes from the width being the root of a quantity that adds up over neighbours.

A rectangular band shows the constant explicitly. Unit variance requires $f=1/(2\sqrt3)$ for $|x|<\sqrt3$. With the filling $\theta=N/2g$, neutrality reads

$$
\theta=\frac{x_F+\sqrt3}{2\sqrt3}\quad\Rightarrow\quad x_F=\sqrt3\,(2\theta-1),
$$

and the energy integral is

$$
\int_{-\sqrt3}^{x_F}\frac{x\,dx}{2\sqrt3}=\frac{x_F^2-3}{4\sqrt3}
=\frac{3\left[(2\theta-1)^2-1\right]}{4\sqrt3}=-\sqrt3\,\theta(1-\theta).
$$

Multiplying by $-2g$ gives

$$
A=2\sqrt3\,g\,\theta(1-\theta)=\sqrt3\,N\left(1-\frac{N}{2g}\right).
$$

This is largest for a half-filled band. For $N=3$ and $g=5$ it equals $\sqrt3\times3\times0.7=3.64$. Direct integration with a semi-elliptical and a Gaussian band at the same filling gives 3.61 and 3.48, so among these three shapes the smallest $A$ lies 4.4% below the largest.

There is also a limit that requires no assumption about shape. Let $f_i$ be the actual scaled density of states of atom $i$, let $n(x)$ be 1 for occupied and 0 for empty states, and let $\theta_i=N_i/2g$. Because $f_i$ has zero mean, a constant may be subtracted from $n$:

$$
\frac{|E_i|}{2g\,w_i}=\left|\int x\,(n-\theta_i)f_i\,dx\right|
\le\left[\int x^2f_i\,dx\int(n-\theta_i)^2f_i\,dx\right]^{1/2}.
$$

This is the Cauchy–Schwarz inequality. The first integral on the right is 1. In the second, $n^2=n$ and $\int nf_i\,dx=\theta_i$, so it equals $\theta_i-2\theta_i^2+\theta_i^2=\theta_i(1-\theta_i)$. Hence

$$
|E_i|\le2g\sqrt{\theta_i(1-\theta_i)}\,\sqrt{\rho_i}.
$$

For $N=3$ this means $A\le4.58$. The bound is reached by a dimer with one s orbital and one electron per atom. Its levels are $\pm|h|$, both electrons occupy the lower one, and the energy per atom is $-|h|$; with $g=1$, $\theta=\frac12$ and $\rho=h^2$ the bound is also $|h|$. The square root thus sets the scale of the largest possible bond energy for any shape, while the fixed shape turns this scale into an energy.

The role of neutrality can be seen by removing it. Keep the rectangular shape, but hold $c=E_F-\varepsilon_i$ fixed while the width changes. Then $x_F=c/w_i$, and the energy integral above gives

$$
E_i=2g\,w_i\,\frac{c^2/w_i^2-3}{4\sqrt3}=-\frac{g}{2\sqrt3}\left(3w_i-\frac{c^2}{w_i}\right).
$$

As long as $E_F$ stays inside the band, logarithmic differentiation, with $\rho_i=w_i^2$ supplying a factor $\frac12$, yields

$$
\frac{d\ln|E_i|}{d\ln\rho_i}=\frac12\,\frac{3w_i+c^2/w_i}{3w_i-c^2/w_i}
=\frac12\,\frac{1+s^2}{1-s^2},\qquad s=1-2\theta .
$$

The last form uses $c^2/(3w_i^2)=x_F^2/3=(1-2\theta)^2$, with $\theta$ the local filling at the width considered. At $\theta=0.3$ the exponent is $\frac12\times1.16/0.84=0.69$. For this shape it returns to $\frac12$ only at half filling, where narrowing the band about a level at $E_F$ moves no charge.

The opening example puts both assumptions to work on a band whose shape is free to change. The lattice constant is 3.0 Å and the nearest-neighbour distance is 2.598 Å. At that distance $dd\sigma$, $dd\pi$ and $dd\delta$ are $-0.90$, $0.60$ and $-0.15$ eV, and all fall off as $r^{-5}$. These are round model parameters, not those of a particular metal. Two shells of neighbours are kept, each atom holds $N=3$ electrons, and an electronic temperature of $kT=0.10$ eV smooths the sums over wave vectors. For the first shell,

$$
\phi=\tfrac15\left(0.81+2\times0.36+2\times0.0225\right)=0.315\ \text{eV}^2 ,
$$

and for the second shell $\phi=0.0748$ eV². A bulk atom has 8 and 6 such neighbours, and a surface atom has 4 and 5:

$$
\rho_{\rm b}=8(0.315)+6(0.0748)=2.97\ \text{eV}^2,
$$

$$
\rho_{\rm s}=4(0.315)+5(0.0748)=1.63\ \text{eV}^2 .
$$

The widths are $w_{\rm b}=1.723$ eV and $w_{\rm s}=1.278$ eV. The bulk band calculation gives a bond energy of $-6.52$ eV per atom, which fixes $A=6.5225/1.7229=3.79$; a finer mesh of wave vectors changes the bulk energy by 0.0007 eV and leaves $A$ at 3.79. The square-root law then predicts for the surface atom

$$
E_{\rm s}=-3.786\times1.278\ \text{eV}=-4.84\ \text{eV}.
$$

The slab calculation, with every layer made neutral by its own level shift, gives $-4.42$ eV. Relative to this value the square-root law binds the surface atom too strongly by 9.5%. A law linear in $\rho$, matched to the same bulk energy, gives $-3.59$ eV and binds it too weakly by 18.8%. The slab is thick enough for this comparison: its middle layer has $-6.517$ eV per atom, about 0.1% from the bulk, and the surface value stays at $-4.42$ eV in slabs of 10 and 13 layers.

Since the surface atom is neutral and its second moment is given correctly by $\rho_{\rm s}$, the error must lie in the constant. The surface atom has $|E_{\rm s}|/w_{\rm s}=4.42/1.278=3.46$ instead of 3.79. At zero temperature such a difference could only mean that its scaled density of states differs from that of the bulk. Here the electronic temperature could contribute as well, because $kT/w$ is 0.08 at the surface and 0.06 in the bulk. Its share is small: with $kT$ halved to 0.05 eV the two constants are 3.47 and 3.80, and the square-root law still errs by 9.4%. The difference is therefore mainly one of band shape: the third moment of the scaled density of states is $-0.23$ in the bulk and $+0.22$ at the surface. The 9.5% refers to one atom's share of the energy. The atom in the second layer has lost one second neighbour, so the law gives it $-6.44$ eV, yet in the slab it has $-6.78$ eV, more than in the bulk. The two errors largely cancel: summed over the layers, the excess bond energy per surface atom is 1.81 eV in the slab, 1.77 eV by the square-root law and 3.10 eV by the linear law.

The level shift shows the change of shape more strongly. In the bulk $x_F=-0.849$, and a fixed shape would shift the surface level by

$$
-x_F(w_{\rm s}-w_{\rm b})=0.849\times(1.278-1.723)\ \text{eV}=-0.38\ \text{eV}.
$$

The neutral slab needs $-0.71$ eV at $kT=0.10$ eV; this moves to $-0.73$ eV at 0.05 eV and $-0.74$ eV at 0.025 eV, while the fixed-shape value stays at $-0.38$ eV. The direction is right, but the size is little more than half of what is required. In this example the fixed shape is a better guide to the bond energy than to the level: it gives the change of bond energy from bulk to surface as 1.68 eV against 2.10 eV, 20% short, and the change of level 47% short. The shift is not a small correction: with all levels and the Fermi level held at their bulk values, the surface atom would hold 1.71 electrons instead of 3.

A wider range of coordination tests the constancy of $A$ further. For half-filled s bands with nearest-neighbour hopping $h$ and $Z$ neighbours, $\rho=Zh^2$ and the law reads $E=-A|h|\sqrt Z$. The band energies give $A=0.90$ for the chain ($Z=2$), 0.81 for the square lattice, 0.82 for the simple cubic, 0.73 for the body-centred and 0.76 for the face-centred cubic lattice ($Z=12$). From chain to face-centred cubic the energy grows by a factor $2.617/1.273=2.06$, where the square root predicts 2.45 and a linear law 6. A power of $Z$ fitted to the five lattices has exponent 0.39. The square root captures most of the saturation of bonding with coordination, but one constant does not serve all structures equally well. Energy differences between structures of similar $\rho$ depend on details of shape that the second moment does not contain.

Under uniform dilation the shape does not change. If a crystal is dilated uniformly and all hoppings follow the same power of distance, as here, every hopping element is multiplied by one factor. All energies measured from the level scale by that factor, and at zero temperature $E_i\propto\sqrt{\rho_i}$ holds without further approximation within the model.

To obtain a complete interatomic potential, a third assumption is needed: everything left out of the band energy, mainly the repulsion between overlapping atoms, is a sum over pairs $V(r)$. Dropping the free-atom constant, the total energy is

$$
E=\frac12\sum_{i\ne j}V(r_{ij})-A\sum_i\sqrt{\rho_i},\qquad
\rho_i=\sum_{j\ne i}\phi(r_{ij}).
$$

This is the Finnis–Sinclair form. It is an embedded-atom model with embedding function $F(\rho)=-A\sqrt\rho$. Its many-body character appears when one distance $r_{ij}$ is varied with the others held fixed. That distance enters both $\rho_i$ and $\rho_j$, so

$$
\frac{\partial E}{\partial r_{ij}}=V'(r_{ij})-\frac A2\left(\frac1{\sqrt{\rho_i}}+\frac1{\sqrt{\rho_j}}\right)\phi'(r_{ij}).
$$

Since $\phi$ decreases with distance, the second term is positive and pulls the atoms together. The pull is weaker when either atom has many neighbours. For $Z$ equal neighbours there are $Z/2$ bonds per atom, and the band energy per bond is $-2A\sqrt{\phi/Z}$: each added neighbour strengthens the total binding and weakens the individual bonds.

The derivation also shows where the form should be distrusted. It loses its basis where charge moves between atoms, as in strongly ionic compounds, and where the band changes shape markedly. Orbitals that overlap appreciably, or hoppings that depend on surrounding atoms, spoil the sum over pairs in $\rho_i$. When $A$, $\phi$ and $V$ are fitted to data instead of computed, the fit can absorb part of these errors, and $\phi$ is then no longer strictly a squared hopping. The numerical check printed below covers the moment identity, the square-root law for three band shapes and the slab calculation.

## Table of computed values

```
Cluster atom: second moment from eigenstates = 1.902833 eV^2
Cluster atom: sum of phi over neighbours = 1.902833 eV^2
Cluster atom: smallest single-orbital moment = 1.3870 eV^2
Cluster atom: largest single-orbital moment = 2.5136 eV^2
Electrons per atom N = 3, filling theta = 0.30
rectangle: A = 3.6373, exponent of rho = 0.5000
semi-ellipse: A = 3.6104, exponent of rho = 0.5000
Gaussian: A = 3.4769, exponent of rho = 0.5000
Upper bound on A for any shape = 4.5826
Rectangle, frozen level: exponent of rho = 0.6905
Four sites: dF/dh with neutrality re-solved = 1.276161
Four sites: dF/dh at fixed density matrix = 1.276161
s band, chain, Z = 2: -E/|h| = 1.2732, A = 0.9003
s band, square, Z = 4: -E/|h| = 1.6211, A = 0.8106
s band, simple cubic, Z = 6: -E/|h| = 2.0048, A = 0.8185
s band, bcc, Z = 8: -E/|h| = 2.0645, A = 0.7299
s band, fcc, Z = 12: -E/|h| = 2.6169, A = 0.7554
s bands: fitted exponent of Z = 0.393
Lattice constant = 3.0 A, nearest distance = 2.5981 A
Hopping dds, ddp, ddd at r_nn = -0.90, 0.60, -0.15 eV
Electronic temperature kT = 0.10 eV, slab layers = 9
phi at first, second shell = 0.3150, 0.0748 eV^2
Bulk rho = 2.9685 eV^2, w = 1.7229 eV
Bulk second moment from bands = 2.9685 eV^2
Bulk bond energy = -6.5225 eV per atom
Bulk A = 3.7857
Bulk level above Fermi level = 1.4621 eV, x_F = -0.8486
Surface rho = 1.6338 eV^2, w = 1.2782 eV
Surface/bulk ratio of rho = 0.5504, of sqrt(rho) = 0.7419
Surface bond energy, neutral slab = -4.4197 eV per atom
Surface bond energy, square-root law = -4.8388 eV per atom
Surface bond energy, linear law = -3.5897 eV per atom
Square-root law error = 9.48 percent
Linear law error = -18.78 percent
Middle-layer bond energy = -6.5167 eV per atom
Surface level shift, neutral slab = -0.7120 eV
Surface level shift, fixed shape = -0.3774 eV
Surface electrons with frozen levels = 1.7149
Largest neutrality error in slab = 1.5e-13 electrons
```
